# Dangling-bond level of a Bethe lattice from its surface Green function: a program that tests the result

```python
"""Dangling bond on a Bethe lattice of coordination 4 (3 onward branches).

Results under test, energies in eV:
 Site model (one orbital per site, hopping t): a site with one neighbour
 removed has a purely continuous spectrum. With its energy shifted by U a level
 exists only for |U| > sqrt(3)|t|, at U + 3t^2/U, with weight 1 - 3t^2/U^2.
 Hybrid model (one orbital per bond direction; v1 couples hybrids of one atom,
 v2 the two hybrids of a bond): a level exists only for |v2| > sqrt(3)|v1|,
 at the hybrid energy 0, with weight 1 - 3 v1^2/v2^2 on the dangling hybrid.
Finite trees built orbital by orbital provide the independent side.
"""
from itertools import combinations
import numpy as np
from scipy.integrate import quad

BRANCHES = 3


def site_tree(t, depth):
    """Hamiltonian of a rooted tree; the root lacks one neighbour."""
    links, frontier, size = [], [0], 1
    for _ in range(depth):
        new = []
        for parent in frontier:
            for _ in range(BRANCHES):
                links.append((parent, size))
                new.append(size)
                size += 1
        frontier = new
    h = np.zeros((size, size))
    for p, q in links:
        h[p, q] = h[q, p] = t
    return h


def hybrid_tree(v1, v2, depth):
    """Tree of four-hybrid atoms; orbital 0 is the dangling hybrid.

    The outer boundary ends on single inward-facing hybrids.
    Returns the Hamiltonian, layer of each orbital, and inward-facing flags.
    """
    links, layer, facing, frontier = [], [0], [True], [0]
    for d in range(depth):
        new = []
        for inward in frontier:
            outs = [len(layer) + k for k in range(BRANCHES)]
            layer += [d] * BRANCHES
            facing += [False] * BRANCHES
            links += [(p, q, v1) for p, q in combinations([inward] + outs, 2)]
            for out in outs:
                child = len(layer)
                layer.append(d + 1)
                facing.append(True)
                links.append((out, child, v2))
                new.append(child)
        frontier = new
    h = np.zeros((len(layer), len(layer)))
    for p, q, v in links:
        h[p, q] = h[q, p] = v
    return h, np.array(layer), np.array(facing)


def g_site(energy, t):
    """Closed-form surface Green function of the site model."""
    e = complex(energy)
    edge = 2 * np.sqrt(BRANCHES) * abs(t)
    return (e - np.sqrt(e - edge) * np.sqrt(e + edge)) / (2 * BRANCHES * t**2)


def continuum_edges(v1, v2):
    """Four edges of the continuous spectrum of the hybrid model, ascending."""
    near = np.hypot(abs(v2) - np.sqrt(3) * abs(v1), v1)
    far = np.hypot(abs(v2) + np.sqrt(3) * abs(v1), v1)
    return np.array([v1 - far, v1 - near, v1 + near, v1 + far])


def g_hybrid(energy, v1, v2):
    """Closed-form Green function of the dangling hybrid."""
    e = complex(energy)
    a = (e - 3 * v1) * (e + v1) + v2**2
    root = np.prod([np.sqrt(e - x) for x in continuum_edges(v1, v2)])
    return (a - root) / (2 * v2**2 * e)


def band_integral(green, low, high, power=0):
    """Integral of E^power times the density -Im g/pi over one band."""
    mid, half = (low + high) / 2, (high - low) / 2

    def integrand(angle):
        e = mid + half * np.sin(angle)
        return -green(e).imag / np.pi * e**power * half * np.cos(angle)
    return quad(integrand, -np.pi / 2, np.pi / 2, epsabs=1e-11, limit=200)[0]


# ---------------- site model ----------------
t = -1.0
site_depth = 6
h_site = site_tree(t, site_depth)
edge = 2 * np.sqrt(BRANCHES) * abs(t)
vals, vecs = np.linalg.eigh(h_site)
root_weights = vecs[0]**2
site_moments = []
for m in range(0, 10, 2):
    from_walks = np.sum(root_weights * vals**m)
    from_formula = band_integral(lambda e: g_site(e, t), -edge, edge, m)
    assert abs(from_walks - from_formula) < 1e-7 * max(1, from_walks)
    site_moments.append(from_formula)

weak_shift, strong_shift = -1.5, -4.0
h_weak = h_site.copy()
h_weak[0, 0] = weak_shift
weak_vals = np.linalg.eigvalsh(h_weak)
assert np.max(np.abs(weak_vals)) < edge
h_strong = h_site.copy()
h_strong[0, 0] = strong_shift
strong_vals, strong_vecs = np.linalg.eigh(h_strong)
level_formula = strong_shift + BRANCHES * t**2 / strong_shift
weight_formula = 1 - BRANCHES * t**2 / strong_shift**2
assert np.sum(np.abs(strong_vals) > edge) == 1
assert abs(strong_vals[0] - level_formula) < 1e-4
assert abs(strong_vecs[0, 0]**2 - weight_formula) < 1e-3

# ---------------- hybrid model, level present ----------------
v1, v2 = -1.5, -5.0
depth = 5
edges = continuum_edges(v1, v2)
h_hyb, layer, facing = hybrid_tree(v1, v2, depth)
hyb_vals, hyb_vecs = np.linalg.eigh(h_hyb)
flat_low, flat_high = -v1 + v2, -v1 - v2
in_gap = np.where((hyb_vals > flat_low) & (hyb_vals < edges[2]))[0]
assert len(in_gap) == 1
db_energy = hyb_vals[in_gap[0]]
db_state = hyb_vecs[:, in_gap[0]]
assert abs(db_energy) < 1e-10
residue = (1e-7j * g_hybrid(1e-7j, v1, v2)).real
z_formula = 1 - 3 * v1**2 / v2**2
assert abs(residue - z_formula) < 1e-6
# truncating the tree changes the norm by about ratio**(depth+1)
assert abs(db_state[0]**2 - z_formula) < 1e-3
assert np.sum(db_state[~facing]**2) < 1e-18
layer_weights = np.array([np.sum(db_state[layer == n]**2)
                          for n in range(depth + 1)])
ratio = 3 * v1**2 / v2**2
assert np.allclose(layer_weights[1:] / layer_weights[:-1], ratio, rtol=1e-8)
# amplitude of the normalized symmetric sum in layer 1 relative to layer 0
amp_ratio = (np.sum(db_state[(layer == 1) & facing]) / np.sqrt(3)
             / db_state[0])
assert abs(amp_ratio + np.sqrt(3) * v1 / v2) < 1e-9

# flat levels: the finite boundary lowers the valence top slightly
tree_valence_top = np.max(hyb_vals[hyb_vals < -1e-6])
assert abs(tree_valence_top - flat_low) < 0.02
for flat, bond in ((flat_low, v2), (flat_high, -v2)):
    assert abs(flat + v1 - v2**2 * g_hybrid(flat, v1, v2)) < 1e-9
    assert abs(g_hybrid(flat, v1, v2) - 1 / bond) < 1e-10


def band_weights(a, b):
    x = continuum_edges(a, b)
    green = lambda e: g_hybrid(e, a, b)
    weights = [band_integral(green, x[0], x[1]), band_integral(green, x[2], x[3])]
    first = (band_integral(green, x[0], x[1], 1)
             + band_integral(green, x[2], x[3], 1))
    return weights, first


weights, first_moment = band_weights(v1, v2)
assert abs(sum(weights) + z_formula - 1) < 1e-7
assert abs(first_moment) < 1e-6

# ---------------- hybrid model, level absent ----------------
v2_weak = -2.0
weights_weak, first_weak = band_weights(v1, v2_weak)
residue_weak = (1e-7j * g_hybrid(1e-7j, v1, v2_weak)).real
assert abs(sum(weights_weak) - 1) < 1e-7
assert abs(first_weak) < 1e-6 and abs(residue_weak) < 1e-6
root_weight_by_depth = []
for d in (3, 5):
    e_d, c_d = np.linalg.eigh(hybrid_tree(v1, v2_weak, d)[0])
    root_weight_by_depth.append(c_d[0, np.argmin(np.abs(e_d))]**2)
assert root_weight_by_depth[1] < 0.5 * root_weight_by_depth[0]

# closed form against direct inversion at complex energies, both cases
probe = 0.5 + 4.0j
probe_values = []
for bond in (v2, v2_weak):
    h = hybrid_tree(v1, bond, depth)[0]
    unit = np.zeros(len(h), dtype=complex)
    unit[0] = 1
    direct = np.linalg.solve(probe * np.eye(len(h)) - h, unit)[0]
    closed = g_hybrid(probe, v1, bond)
    assert abs(direct - closed) < 1e-5
    probe_values.append((direct, closed))

# ---------------- output ----------------
print("SITE MODEL")
print(f"hopping t = {t:.1f} eV; tree sites = {len(h_site)}")
print(f"continuum edges = -/+ {edge:.4f} eV")
print(f"continuum weight, U = 0: {site_moments[0]:.6f}")
print(f"second moment = {site_moments[1]:.4f} eV^2")
print(f"fourth moment = {site_moments[2]:.4f} eV^4")
print(f"peak density at E = 0: {-g_site(0, t).imag/np.pi:.4f} per eV")
print(f"threshold |U| = {np.sqrt(BRANCHES)*abs(t):.4f} eV")
print(f"U = {weak_shift:.1f} eV: levels outside band = "
      f"{np.sum(np.abs(weak_vals) > edge)}")
print(f"U = {strong_shift:.1f} eV: level, formula = {level_formula:.5f} eV")
print(f"U = {strong_shift:.1f} eV: level, tree = {strong_vals[0]:.5f} eV")
print(f"end-site weight, formula = {weight_formula:.5f}")
print(f"end-site weight, tree = {strong_vecs[0, 0]**2:.5f}")
print("HYBRID MODEL")
print(f"V1 = {v1:.1f} eV, V2 = {v2:.1f} eV; tree orbitals = {len(h_hyb)}")
print(f"threshold |V2| = {np.sqrt(3)*abs(v1):.4f} eV")
print(f"lower continuum = {edges[0]:.4f} to {edges[1]:.4f} eV")
print(f"upper continuum = {edges[2]:.4f} to {edges[3]:.4f} eV")
print(f"flat levels = {flat_low:.4f} and {flat_high:.4f} eV")
print(f"valence top in finite tree = {tree_valence_top:.4f} eV")
print(f"full gap = {edges[2]-flat_low:.4f} eV")
print(f"number of tree levels in the gap = {len(in_gap)}")
print(f"dangling level, tree = {abs(db_energy):.4f} eV (absolute value)")
print(f"level above valence top = {-flat_low:.4f} eV")
print(f"level below conduction bottom = {edges[2]:.4f} eV")
print(f"weight Z, formula = {z_formula:.5f}")
print(f"weight Z, residue of g = {residue:.5f}")
print(f"weight Z, tree = {db_state[0]**2:.5f}")
print(f"layer amplitude ratio = {amp_ratio:.5f}")
print(f"layer weight ratio = {ratio:.5f}")
print("layer weights 0 to 3 = "
      + ", ".join(f"{w:.5f}" for w in layer_weights[:4]))
print(f"dangling-hybrid weight, lower band = {weights[0]:.5f}")
print(f"dangling-hybrid weight, upper band = {weights[1]:.5f}")
print(f"bands plus level = {sum(weights)+residue:.6f}")
print(f"CONTRAST: V2 = {v2_weak:.1f} eV")
print(f"continuum weight = {sum(weights_weak):.6f}")
print(f"residue at E = 0: {abs(residue_weak):.6f}")
print(f"tree weight at E = 0, depth 3: {root_weight_by_depth[0]:.5f}")
print(f"tree weight at E = 0, depth 5: {root_weight_by_depth[1]:.5f}")
print(f"GREEN FUNCTION at E = {probe.real:.1f}+{probe.imag:.1f}i eV, per eV")
for bond, (direct, closed) in zip((v2, v2_weak), probe_values):
    print(f"V2 = {bond:.1f} eV: tree {direct:.6f}, formula {closed:.6f}")
print("all good")
```

Printed output:

```
SITE MODEL
hopping t = -1.0 eV; tree sites = 1093
continuum edges = -/+ 3.4641 eV
continuum weight, U = 0: 1.000000
second moment = 3.0000 eV^2
fourth moment = 18.0000 eV^4
peak density at E = 0: 0.1838 per eV
threshold |U| = 1.7321 eV
U = -1.5 eV: levels outside band = 0
U = -4.0 eV: level, formula = -4.75000 eV
U = -4.0 eV: level, tree = -4.74998 eV
end-site weight, formula = 0.81250
end-site weight, tree = 0.81256
HYBRID MODEL
V1 = -1.5 eV, V2 = -5.0 eV; tree orbitals = 727
threshold |V2| = 2.5981 eV
lower continuum = -9.2447 to -4.3318 eV
upper continuum = 1.3318 to 6.2447 eV
flat levels = -3.5000 and 6.5000 eV
valence top in finite tree = -3.5060 eV
full gap = 4.8318 eV
number of tree levels in the gap = 1
dangling level, tree = 0.0000 eV (absolute value)
level above valence top = 3.5000 eV
level below conduction bottom = 1.3318 eV
weight Z, formula = 0.73000
weight Z, residue of g = 0.73000
weight Z, tree = 0.73028
layer amplitude ratio = -0.51962
layer weight ratio = 0.27000
layer weights 0 to 3 = 0.73028, 0.19718, 0.05324, 0.01437
dangling-hybrid weight, lower band = 0.09243
dangling-hybrid weight, upper band = 0.17757
bands plus level = 1.000000
CONTRAST: V2 = -2.0 eV
continuum weight = 1.000000
residue at E = 0: 0.000000
tree weight at E = 0, depth 3: 0.09671
tree weight at E = 0, depth 5: 0.03112
GREEN FUNCTION at E = 0.5+4.0i eV, per eV
V2 = -5.0 eV: tree 0.012948-0.214427j, formula 0.012948-0.214427j
V2 = -2.0 eV: tree -0.006981-0.203332j, formula -0.006981-0.203332j
all good
```
